# Apparent Position and Width of a Buried Layer in Sputter Profiling

## Problem

A uniform layer of thickness \(d=2\) nm is buried in a matrix that does not contain the detected element. Its edges lie at \(z_1=19\) nm and \(z_2=21\) nm, its centre at \(z_c=20\) nm. The sample is sputtered at constant rate while the signal of the layer element is recorded against the mean sputtered depth \(z\). Three lengths describe the measurement:

- mixing length \(w=2\) nm: the ion beam keeps a surface zone of this thickness homogeneous;
- roughness \(\sigma=1\) nm: the standard deviation of the local sputtered depth about \(z\);
- information depth \(\lambda=1.5\) nm: the effective escape depth along the surface normal.

Find the displacement of the signal maximum from \(z_c\), and the full width at half maximum (FWHM) compared with the true 2 nm. Negative displacement means that the layer appears too shallow.

The model assumes instantaneous mixing, equal atomic density everywhere, no preferential sputtering, a signal linear in composition, constant \(\lambda\), and Gaussian roughness independent of depth. The rough surface is treated as a collection of locally flat patches, each profiled independently. The layer lies much deeper than \(w\), \(\sigma\) and \(\lambda\), so the start of sputtering does not matter. The signal is normalized to 1 for a thick sample of layer material.

## First estimate by scaling

The mixed zone reaches a distance \(w\) ahead of the surface. It has taken in the whole layer when its lower edge reaches \(z_2\), that is, at \(z=z_2-w\). If the maximum occurs there, its displacement is

\[
z_2-w-z_c=\frac d2-w=-1\ \text{nm}.
\]

For the width, treat the effects as independent blurs whose variances add. An exponential of decay length \(w\) has variance \(w^2\), and a rectangle of width \(d\) has variance \(d^2/12\). The standard deviation is then about

\[
\sqrt{w^2+\lambda^2+\sigma^2+d^2/12}=\sqrt{4+2.25+1+0.33}\ \text{nm}\approx2.75\ \text{nm}.
\]

If the profile were Gaussian, its FWHM would be \(2\sqrt{2\ln2}\approx2.355\) times this, about 6.5 nm.

## Exact solution of the model

### Mixing

Let \(X(z')\) be the original composition, 1 in the layer and 0 outside, and let \(c(z)\) be the composition of the mixed zone, which extends from \(z\) to \(z+w\). When the surface recedes by \(dz\), the zone loses \(c\,dz\) at the top and gains \(X(z+w)\,dz\) at the bottom:

\[
w\frac{dc}{dz}=X(z+w)-c .
\]

Multiplication by \(e^{z/w}/w\) turns this into \(d(e^{z/w}c)/dz=e^{z/w}X(z+w)/w\). Since \(c=0\) before the zone meets the layer, integration and the substitution of \(z'\) for the depth of the incoming material give

\[
c(z)=\frac1w\int_{-\infty}^{z+w}e^{-(z+w-z')/w}X(z')\,dz' .
\]

### Information depth

Material at depth \(s\) below the current surface contributes with weight \(e^{-s/\lambda}/\lambda\). The mixed zone has the single composition \(c\), and the material below it is still undisturbed. With \(b=e^{-w/\lambda}\), the flat-surface signal is

\[
I_0(z)=(1-b)\,c(z)+\int_w^\infty X(z+s)\,e^{-s/\lambda}\frac{ds}{\lambda}.
\]

For a thin sheet at \(z'\), define \(v=z-z'+w\), the distance by which the lower edge of the zone has passed the sheet. A sheet not yet reached has \(s=z'-z=w-v\), so its weight is \(e^{-(w-v)/\lambda}/\lambda=b\,e^{v/\lambda}/\lambda\). The response per unit sheet thickness is therefore

\[
g(v)=\begin{cases}b\,e^{v/\lambda}/\lambda, & v<0,\\[2pt](1-b)\,e^{-v/w}/w, & v>0.\end{cases}
\]

The two areas are \(b\) and \(1-b\), with sum 1. Here \(b=e^{-2/1.5}=0.2636\).

### Centroid and variance

The branches have first moments \(-b\lambda\) and \((1-b)w\), and second moments \(2b\lambda^2\) and \(2(1-b)w^2\). Since \(z-z'=v-w\), the centroid is displaced by

\[
(1-b)w-b\lambda-w=-b(w+\lambda)=-0.2636\times3.5\ \text{nm}=-0.92\ \text{nm}.
\]

Symmetric roughness and the symmetric layer shape leave this unchanged. They add their own variances, so the total variance is

\[
2(1-b)w^2+2b\lambda^2-[(1-b)w-b\lambda]^2+\sigma^2+\frac{d^2}{12}.
\]

In nm², this is \(5.891+1.186-1.161+1+0.333=7.25\), and the standard deviation is 2.69 nm.

### Peak for a flat surface

The layer is a stack of sheets, so \(I_0(z)=\int_{z_1}^{z_2}g(z-z'+w)\,dz'\). With \(v_1=z-z_1+w\) and \(v_2=v_1-d\), this is the integral of \(g\) from \(v_2\) to \(v_1\), and its slope is \(I_0'=g(v_1)-g(v_2)\).

For \(v_1<0\) both arguments lie on the rising branch and the slope is positive. For \(v_1>d\) both lie on the falling branch and the slope is negative. In between,

\[
I_0'=\frac{1-b}{w}e^{-v_1/w}-\frac b\lambda e^{(v_1-d)/\lambda}.
\]

This decreases steadily with \(v_1\), so the slope changes sign once overall. Setting it to zero and taking logarithms gives

\[
v_1\left(\frac1w+\frac1\lambda\right)=\ln\frac{(1-b)\lambda}{bw}+\frac d\lambda .
\]

If the solution falls outside \(0\le v_1\le d\), the peak sits at the nearer end of that interval. Here the right side is \(0.740+1.333=2.073\), and division by \(1.1667\ \text{nm}^{-1}\) gives \(v_1=1.777\) nm. The displacement is

\[
z_1-w+v_1-z_c=-1-2+1.777=-1.22\ \text{nm}.
\]

Two limits are useful. For \(\lambda\to0\), \(b/\lambda\) vanishes, the peak moves to \(v_1=d\), and the scaling result \(d/2-w\) is recovered. For \(d\to0\), the interval shrinks to \(v_1=0\) and the displacement becomes \(-w\).

### Roughness

Roughness averages \(I_0\) over a Gaussian distribution of local depths. For the falling exponential, complete the square:

\[
\frac{(t-v)^2}{2\sigma^2}+\frac tw=\frac{(t-v+\sigma^2/w)^2}{2\sigma^2}+\frac vw-\frac{\sigma^2}{2w^2}.
\]

What remains is a Gaussian of mean \(v-\sigma^2/w\), integrated over \(t>0\). With \(\Phi\) the cumulative normal function, the average of \(e^{-t/w}\) on \(t>0\) is

\[
A(v)=e^{\sigma^2/2w^2-v/w}\,\Phi\!\left(\frac v\sigma-\frac\sigma w\right).
\]

For \(e^{t/\lambda}\) on \(t<0\), the same step gives a Gaussian of mean \(v+\sigma^2/\lambda\), and

\[
B(v)=e^{\sigma^2/2\lambda^2+v/\lambda}\,\Phi\!\left(-\frac v\sigma-\frac\sigma\lambda\right).
\]

The smoothed response is therefore

\[
G(v)=\frac{1-b}{w}A(v)+\frac b\lambda B(v).
\]

The integral of \(g\) from \(-\infty\) to \(v\) is \(b\,e^{v/\lambda}\) for \(v<0\) and \(1-(1-b)e^{-v/w}\) for \(v>0\). Averaging the step from 0 to 1 gives \(\Phi(v/\sigma)\), so the smoothed cumulative response and the measured profile are

\[
H(v)=\Phi(v/\sigma)-(1-b)A(v)+b\,B(v),\qquad I(z)=H(v_1)-H(v_2).
\]

The peak condition \(I'=0\) reads \(G(v_1)=G(v_2)\). It has one solution. To see this, let \(y_0\) be the flat-surface peak, where \(I_0'\) changes from positive to negative. Up to positive factors, the smoothed slope at \(z\) is

\[
S(z)=\int I_0'(y)\,e^{-y^2/2\sigma^2}e^{z(y-y_0)/\sigma^2}\,dy .
\]

Its derivative contains the additional factor \((y-y_0)/\sigma^2\), which is opposite in sign to \(I_0'(y)\) on both sides of \(y_0\). Hence \(S\) falls steadily and has at most one zero. A maximum exists because \(I\) is positive and vanishes far from the layer.

### Numbers

The numerical root is \(v_1=1.6762\) nm, \(v_2=-0.3238\) nm. There \(A=0.43143\), \(B=0.03653\) at the first edge and \(A=0.27314\), \(B=0.36819\) at the second. In nm⁻¹,

\[
G(v_1)=0.1589+0.0064=0.1653,\qquad G(v_2)=0.1006+0.0647=0.1653,
\]

so the condition is met. The peak depth is \(19-2+1.676=18.68\) nm, and the **peak displacement is \(-1.32\) nm**.

The peak height is \(H(v_1)-H(v_2)=0.6451-0.2689=0.376\). Solving \(I(z)=0.188\) on each side gives 16.58 nm and 21.04 nm. The **apparent FWHM is 4.45 nm**, which is 2.45 nm more than the true thickness, or 2.23 times it.

A direct cell-by-cell calculation of removal, mixing and detection gives the same peak displacement and FWHM to 0.01 nm, as the numerical output shows.

## Comparison of the two

The estimated displacement of \(-1\) nm has the right sign and is 24% too small in magnitude relative to the model solution. It omits the signal from below the mixed zone, which announces the layer early. With \(\sigma=1\) nm kept and \(\lambda\to0\), the peak displacement is \(-0.89\) nm, the centroid displacement is zero and the FWHM is 3.95 nm. At this roughness the finite information depth thus adds \(-0.43\) nm to the peak displacement and 0.51 nm to the width.

Roughness acts on the peak in a less simple way. For \(\sigma=0.5\), 1.0 and 1.5 nm the displacement is \(-1.375\), \(-1.324\) and \(-1.255\) nm, against \(-1.223\) nm for a flat surface. The first shift is towards the surface because the flat profile has a kink at \(v_1=d\), just 0.22 nm beyond its peak. There the slope jumps from \(-0.04\) to \(-0.23\ \text{nm}^{-1}\), whereas 0.22 nm on the shallow side it is only \(+0.04\ \text{nm}^{-1}\). An average over a few tenths of a nanometre therefore has a negative slope at the old peak, and the new peak lies shallower.

For very large \(\sigma\), the condition \(\int I_0(y)(z-y)e^{-(z-y)^2/2\sigma^2}dy=0\) loses its exponential factor, and the peak tends to the centroid, at \(-0.92\) nm. The displacement must therefore eventually return towards that value.

The estimated standard deviation, 2.75 nm, is close to the model's 2.69 nm, but the estimated FWHM of 6.5 nm is 46% too large. The fault lies in the Gaussian conversion. An exponential of decay length \(w\) has standard deviation \(w\) but falls to half within \(w\ln2\); its tail contributes much to the variance and little to the width at half height. In the present profile the ratio of FWHM to standard deviation is 1.65, not 2.355.

The sum \(w^2+\lambda^2\) in the estimate is the variance obtained by convolving separate mixing and escape-depth functions. That procedure gives

\[
\int_{\max(0,-v)}^\infty\frac{e^{-(v+s)/w}}{w}\frac{e^{-s/\lambda}}{\lambda}\,ds=\frac{1}{w+\lambda}\begin{cases}e^{v/\lambda}, & v<0,\\ e^{-v/w}, & v>0,\end{cases}
\]

which is \(g(v)\) with \(b\) replaced by \(\lambda/(w+\lambda)=0.4286\). It assigns to depth \(s\) the composition \(c(z+s)\) that the mixed zone will have later, not the composition present there now. With the same roughness it gives a peak displacement of \(-1.83\) nm and an FWHM of 4.69 nm. The width changes little, but the position changes by 0.5 nm, so fitted values of \(w\) and \(\lambda\) should be used with the response function from which they were obtained.

These results may fail if the layer lies so close to the original surface that the start of sputtering affects its profile, if roughness grows appreciably while the layer is crossed, or if the layer sputters at a different rate from the matrix. In the last case a depth scale calculated from a constant rate is distorted. For a flat surface the response function still holds against the true sputtered depth, because the mixing balance contains depth but not time, provided the removed material has the composition \(c\) of the mixed zone and \(w\) and \(\lambda\) stay constant. In real samples a difference in rate usually comes with different sputter yields of the two species. The zone then loses material whose composition differs from \(c\), the mixing balance changes, and the position, width and height of the peak change even on the true depth scale.

## Numbers as computed

```
layer thickness d = 2.0 nm, centre = 20.0 nm
layer edges z1, z2 = 19.0, 21.0 nm
w = 2.0 nm, sigma = 1.0 nm, lam = 1.5 nm
share from below mixed zone b = 0.2636, 1-b = 0.7364
flat surface: v1 at peak = 1.7769 nm
flat surface: peak displacement = -1.2231 nm
function values at the peak of the rough-surface profile:
  edge z1: v = 1.6762 nm, Phi = 0.95315, A = 0.43143, B = 0.03653
    G = 0.16527 1/nm, H = 0.64507
  edge z2: v = -0.3238 nm, Phi = 0.37303, A = 0.27314, B = 0.36819
    G = 0.16527 1/nm, H = 0.26894
peak depth = 18.6762 nm
peak displacement = -1.3238 nm
peak height (true layer = 1) = 0.3761
half-height depths = 16.5848, 21.0385 nm
half widths: shallow side 2.0914 nm, deep side 2.3624 nm
FWHM = 4.4537 nm
FWHM increase over true thickness = 2.4537 nm
FWHM / true thickness = 2.227
centroid displacement = -0.9226 nm
standard deviation: true 0.5774 nm, apparent 2.6926 nm
variance: apparent 7.2499 nm^2
simulation with 0.01 nm cells:
  peak displacement = -1.32 nm, FWHM = 4.45 nm
  centroid displacement = -0.93 nm, std = 2.69 nm
  largest signal error: 0.02 nm cells 0.00085, 0.01 nm cells 0.00042
  largest signal difference from plain convolution = 0.0635
plain convolution: share replacing b = 0.4286
case: peak displacement, centroid displacement, FWHM (nm), height
  sigma=0.001 nm: -1.223, -0.923, 3.234, 0.470
  sigma=0.5 nm: -1.375, -0.923, 3.603, 0.438
  sigma=1.0 nm (main): -1.324, -0.923, 4.454, 0.376
  sigma=1.5 nm: -1.255, -0.923, 5.443, 0.321
  lam->0, sigma=1.0 nm: -0.890, 0.000, 3.945, 0.439
  plain convolution: -1.831, -1.500, 4.687, 0.361
```
